# Wigner's Tunnelling Correction for a Parabolic Barrier and Its Low-Temperature Failure

**Q:** Transition-state theory lets a system react if its energy exceeds the barrier and sends it back otherwise. You want to repair this with one multiplying factor. What exactly does the factor compare?

**A:** It compares two thermal fluxes over the same barrier. I assume that the reactants are in thermal equilibrium and that motion along the reaction coordinate $x$ separates from all other motion, whose partition functions then cancel in the ratio.

Quantum states have density $dx\,dp_x/(2\pi\hbar)$ in phase space. States moving towards the barrier with speed $v$ carry a flux $v\,dp_x/(2\pi\hbar)=dE/(2\pi\hbar)$, since $dE=v\,dp_x$. Each is weighted by $e^{-\beta E}$, with $\beta=1/k_BT$, and by its transmission probability $P(E)$. I measure $E$ from the barrier top. Classically $P$ is a step, 0 for $E<0$ and 1 for $E>0$, so

$$\kappa=\frac{\int P(E)\,e^{-\beta E}dE}{\int_0^\infty e^{-\beta E}dE}=\beta\int P(E)\,e^{-\beta E}dE .$$

The last form uses $\int_0^\infty e^{-\beta E}dE=1/\beta$. The quantum rate is $\kappa$ times the classical one.

**Q:** The lower limit is missing.

**A:** It is the energy of the reactant floor, $-V_0$ for a barrier of height $V_0$. Near its top a smooth barrier is a parabola, $V=-\tfrac12m\omega^2x^2$, where $\omega$ is the magnitude of the imaginary angular frequency. If the parabola is taken to continue for ever, the lower limit becomes $-\infty$. That replacement is an assumption, and it will matter.

**Q:** Then you need $P(E)$ for the parabola. I will not accept an estimate that holds only for deep tunnelling, because energies near the top matter too.

**A:** No estimate is needed. Define $\xi=x\sqrt{m\omega/\hbar}$ and $p=p_x/\sqrt{m\hbar\omega}$, so that $[\xi,p]=i$. The Hamiltonian becomes

$$h\equiv\frac{H}{\hbar\omega}=\tfrac12(p^2-\xi^2).$$

Now take the combinations $a=(p+\xi)/\sqrt2$ and $b=(p-\xi)/\sqrt2$. Keeping the order of the operators,

$$ab=\tfrac12(p^2-\xi^2+\xi p-p\xi)=h+\tfrac i2,\qquad ba=h-\tfrac i2 .$$

Hence $[a,b]=i$ and $h=\tfrac12(ab+ba)$. With $\tau=\omega t$, the Heisenberg equations are

$$\frac{da}{d\tau}=i[h,a]=i(-ia)=a,\qquad \frac{db}{d\tau}=i[h,b]=i(ib)=-b .$$

So $a$ grows as $e^{\tau}$, $b$ decays as $e^{-\tau}$, and neither changes sign.

**Q:** What do those signs have to do with transmission?

**A:** Invert the definitions: $\xi=(a-b)/\sqrt2$ and $p=(a+b)/\sqrt2$. Long before the encounter $b$ dominates, so $b>0$ means $\xi<0$ and $p>0$: the particle arrives from the left. Long afterwards $a$ dominates and $\xi\approx a/\sqrt2$. Positive $a$ means that it has gone through to the right, negative $a$ that it has been reflected. Scattering is reduced to one question: if $b$ is certainly positive, how probable is each sign of $a$?

**Q:** Answer it at fixed energy.

**A:** Let $\varepsilon=E/\hbar\omega$. In the representation where $b$ is a number, $a=i\,d/db$, which reproduces $[a,b]=i$. Since $h=ba+\tfrac i2$, the energy equation is

$$i\left(b\frac{d\chi}{db}+\frac12\chi\right)=\varepsilon\chi
\quad\Longrightarrow\quad b\frac{d\chi}{db}=\left(-\tfrac12-i\varepsilon\right)\chi .$$

For arrival from the left, $\chi=b^{-1/2-i\varepsilon}$ for $b>0$ and $\chi=0$ for $b<0$. Passing to the representation in $a$ is a Fourier transform, because $b=-i\,d/da$ there:

$$\varphi(a)=\frac1{\sqrt{2\pi}}\int_0^\infty b^{\nu-1}e^{iab}\,db,\qquad \nu=\tfrac12-i\varepsilon .$$

Insert $e^{-\eta b}$ with small $\eta>0$ to make the integral converge. It is then a gamma integral, equal to $\Gamma(\nu)(\eta-ia)^{-\nu}$. As $\eta\to0$, $\eta-ia\to|a|e^{-i\pi\sigma/2}$, where $\sigma=\pm1$ is the sign of $a$. Therefore

$$\varphi(a)=C_\sigma|a|^{-1/2+i\varepsilon},\qquad C_\sigma=\frac{\Gamma(\nu)}{\sqrt{2\pi}}\,e^{i\pi\nu\sigma/2}.$$

The real part of $i\pi\nu\sigma/2$ is $\pi\varepsilon\sigma/2$, so

$$|C_\sigma|^2=\frac{|\Gamma(\tfrac12-i\varepsilon)|^2}{2\pi}\,e^{\pi\varepsilon\sigma}.$$

**Q:** These functions are not normalisable. Why may I call $|C_+|^2$ a probability?

**A:** Put $b=e^{y}$. Then $b^{-1/2-i\varepsilon}$, with the factor $\sqrt b$ from the change of measure, is the plane wave $e^{-i\varepsilon y}$. The same substitution works for $|a|^{-1/2+i\varepsilon}$ on each half-line. Incoming and outgoing waves thus have the same normalisation in $\varepsilon$. For a packet in a narrow energy range, $|C_+|^2$ is the probability of finding $a>0$.

The sum must be 1. The reflection formula $\Gamma(\nu)\Gamma(1-\nu)=\pi/\sin\pi\nu$, with $1-\nu=\nu^*$, gives $|\Gamma(\nu)|^2=\pi/\cosh\pi\varepsilon$. Then

$$|C_+|^2+|C_-|^2=\frac{1}{2\cosh\pi\varepsilon}\left(e^{\pi\varepsilon}+e^{-\pi\varepsilon}\right)=1,$$

$$P=|C_+|^2=\frac{e^{\pi\varepsilon}}{e^{\pi\varepsilon}+e^{-\pi\varepsilon}}=\frac1{1+e^{-2\pi E/\hbar\omega}} .$$

At the top $P=\tfrac12$. Direct numerical solution of the Schrödinger equation agrees: at $\varepsilon=-0.2$ both routes give 0.22155.

**Q:** Now the thermal average. Show me where it converges before you evaluate it.

**A:** Let $u=\hbar\omega/k_BT$, $z=2\pi E/\hbar\omega$ and $s=u/2\pi$. Then $\beta E=sz$ and $\beta\,dE=s\,dz$, so

$$\kappa=sI,\qquad I=\int_{-\infty}^{\infty}\frac{e^{-sz}}{1+e^{-z}}\,dz .$$

For large positive $z$ the integrand is $e^{-sz}$, which requires $s>0$. For large negative $z$ it is $e^{(1-s)z}$, which requires $s<1$. The integral exists for $0<u<2\pi$.

In that range, integrate around the rectangle whose long sides are the real axis and the line $\operatorname{Im}z=2\pi$. The short sides vanish as they recede. On the upper side the integrand is $e^{-2\pi is}$ times its value below, and it is traversed backwards. The enclosed pole is at $z=i\pi$, where the derivative of $1+e^{-z}$ is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi s}$. Thus

$$I\left(1-e^{-2\pi is}\right)=2\pi i\,e^{-i\pi s}.$$

Dividing by $e^{-i\pi s}$ turns the bracket into $2i\sin\pi s$, and $I=\pi/\sin\pi s$. With $\pi s=u/2$,

$$\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .$$

**Q:** And Wigner's correction?

**A:** It is the start of the expansion in $u$. With $y=u/2$, $\sin y/y=1-y^2/6+y^4/120-\dots$. Its reciprocal is

$$1+\frac{y^2}{6}+\left(\frac1{36}-\frac1{120}\right)y^4+\dots=1+\frac{y^2}6+\frac{7y^4}{360}+\dots$$

Restoring $u$ gives

$$\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots,\qquad
\kappa_{\rm W}=1+\frac1{24}\left(\frac{\hbar\omega}{k_BT}\right)^2 .$$

The second expression is Wigner's correction.

**Q:** I can follow the algebra and still not see why there is a correction at all. Some particles below the top get through, but some above it are reflected. For your $P$ the gain and the loss are equal.

**A:** They are equal before thermal weighting: $P(-E)=1-P(E)$. The Boltzmann factor breaks the balance, since there are more particles below the top than above it. To see this, integrate by parts. For $0<u<2\pi$ the boundary terms vanish, and

$$\kappa=\int_{-\infty}^{\infty}\frac{dP}{dE}\,e^{-\beta E}dE=\left\langle e^{-\beta E}\right\rangle .$$

The average is over the bell-shaped weight $dP/dE$, which is even in $E$ and has unit area. Its first moment vanishes, so the first correction is $\tfrac12\beta^2\langle E^2\rangle$. For $z>0$, $dP/dz=e^{-z}/(1+e^{-z})^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nz}$. Using $\int_0^\infty z^2e^{-nz}dz=2/n^3$ and doubling for negative $z$,

$$\langle z^2\rangle=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}3 .$$

Hence $\langle E^2\rangle=(\hbar\omega/2\pi)^2\pi^2/3=(\hbar\omega)^2/12$, and $\tfrac12\beta^2\langle E^2\rangle=u^2/24$. Wigner's term measures how far quantum mechanics blurs the classical step, compared with $k_BT$.

**Q:** May I call this an expansion in small curvature? My barrier has a fixed curvature. Why should the temperature spoil anything?

**A:** Because curvature alone is not the expansion parameter. With $\omega=\sqrt{|V''|/m}$ at the top,

$$u^2=\frac{\hbar^2|V''|}{m(k_BT)^2}.$$

Small curvature means small compared with $m(k_BT)^2/\hbar^2$, and that standard shrinks as $T^2$. Cooling a fixed barrier has the same effect on $u$ as sharpening it at fixed temperature.

**Q:** Then keep more terms at low temperature.

**A:** For the parabola, that helps down to a definite temperature and no further. The product formula for the sine gives

$$\frac{u/2}{\sin(u/2)}=\prod_{n=1}^{\infty}\left(1-\frac{u^2}{4\pi^2n^2}\right)^{-1}.$$

Each factor is a geometric series with positive coefficients, so every coefficient of the full series is positive. Within the parabolic model, truncation therefore underestimates $\kappa$. The nearest singularity is $u=2\pi$, which is the radius of convergence. It corresponds to the crossover temperature

$$T_c=\frac{\hbar\omega}{2\pi k_B}.$$

Just above it, $\sin(u/2)=\sin(\pi-u/2)\approx(2\pi-u)/2$, so $\kappa\approx2\pi/(2\pi-u)$ grows without limit. Wigner's formula passes the same point at the unremarkable value $1+\pi^2/6$.

**Q:** A radius of convergence is a statement about a series. Below $T_c$ the sine formula still gives numbers. Why not use those?

**A:** Because they are no longer the value of the integral. Just below $T_c$ the sine is negative, and the formula would give a negative rate. The integral itself diverges. Far below the top $P\approx e^{-2\pi|\varepsilon|}$, while the Boltzmann factor is $e^{u|\varepsilon|}$. Their product is

$$P\,e^{-\beta E}\approx e^{(u-2\pi)|\varepsilon|}.$$

For $u<2\pi$ the tunnelling loss wins and the integral converges, but the depth that contributes is of order $\hbar\omega/(2\pi-u)$ as $u$ approaches $2\pi$, so close to $T_c$ it reaches far below the top. For $u>2\pi$ the growth in population wins at every depth. At $u=2\pi$ the two balance, and the integral grows in proportion to the depth included.

**Q:** An infinite rate is absurd. Does the divergence say anything about a real molecule?

**A:** It says that the unbounded parabola has ceased to be an acceptable model. A real barrier has a reactant floor at $-V_0$. Since $P\le1$,

$$\kappa\le\beta\int_{-V_0}^{\infty}e^{-\beta E}dE=e^{\beta V_0},$$

which is finite at any temperature above zero. This is a bound, not an estimate of $\kappa$.

**Q:** Then which energies dominate below $T_c$, if neither the top nor minus infinity?

**A:** For deep tunnelling through a smooth barrier the leading semiclassical form is $P\approx e^{-G(E)}$, with

$$G(E)=\frac2\hbar\int\sqrt{2m(V-E)}\,dx$$

taken between the turning points. Differentiating with respect to $E$ gives no contribution from the end points, where the root vanishes:

$$\frac{dG}{dE}=-\frac2\hbar\int\frac{m\,dx}{\sqrt{2m(V-E)}}=-\frac{\tau_p(E)}\hbar .$$

Here $\tau_p$ is the period of classical oscillation in the upside-down potential. The exponent $-\beta E-G(E)$ is stationary when $\tau_p(E)=\hbar\beta$. For the parabola $\tau_p=2\pi/\omega$ at every energy, so there is no energy to select. That is why its integral turns from finite to divergent at one sharp temperature, $T_c$. As a stand-in for a finite barrier it deteriorates earlier and gradually, as the 300 K row of the table below shows.

**Q:** Give me a barrier for which an energy is selected.

**A:** Take $V=V_0\,\mathrm{sech}^2(x/a)$, for the moment measured from the floor, and let $\mathcal E=E+V_0$. Near the top $V\approx V_0(1-x^2/a^2)$, so matching the curvature requires $\tfrac12m\omega^2=V_0/a^2$. With $w=\sinh(x/a)$, $dx=a\,dw/\cosh(x/a)$ and the hyperbolic cosines cancel:

$$\tau_p=\sqrt{2m}\int\frac{dx}{\sqrt{V-\mathcal E}}
=\sqrt{2m}\,a\int\frac{dw}{\sqrt{V_0-\mathcal E-\mathcal E w^2}}
=\frac{\sqrt{2m}\,\pi a}{\sqrt{\mathcal E}} .$$

Since $a=\sqrt{2V_0/m}/\omega$, this is $\tau_p=(2\pi/\omega)\sqrt{V_0/\mathcal E}$. Setting it equal to $\hbar\beta$ gives

$$\mathcal E_*=V_0\left(\frac T{T_c}\right)^2,\qquad T<T_c .$$

It is a maximum of $e^{-G-\beta E}$, because $\tau_p$ falls as the energy rises. It locates the true maximum only where $P\ll1$, that is, well below $T_c$. Close to $T_c$ it points to the top, where the deep-tunnelling form fails, and the dominant energy is lower. Even for the parabola, setting $d\ln P/d\varepsilon=2\pi(1-P)$ equal to $u$ gives $P=1-u/2\pi$, which lies below the top once $u>\pi$, that is for $T<2T_c$. On cooling, the dominant energy slides down the barrier, and the curvature at the top no longer describes the path.

**Q:** Put numbers in. How soon does this become serious?

**A:** Take round model parameters, an imaginary wavenumber of 1000 cm⁻¹ and a barrier of 4000 cm⁻¹ (47.85 kJ/mol). Then $\hbar\omega/k_B=1438.78$ K, and $T_c=1438.78/(2\pi)\approx229$ K. At 300 K,

$$u=\frac{1438.78}{300}=4.796,\qquad \kappa_{\rm W}=1+\frac{4.796^2}{24}=1.958 .$$

The last column below is $\kappa$ for the $\mathrm{sech}^2$ barrier, with transmission from numerical solution of the Schrödinger equation.

| $T$ / K | Wigner | parabola | finite barrier |
|---|---|---|---|
| 1000 | 1.086 | 1.092 | 1.106 |
| 500 | 1.345 | 1.451 | 1.463 |
| 300 | 1.958 | 3.542 | 3.058 |
| 200 | 3.156 | diverges | 22.7 |
| 100 | 9.625 | diverges | $1.10\times10^9$ |

Wigner's value is already 5% below the parabolic one at about 553 K, far above $T_c$. At 300 K it is 36% below the finite-barrier value. At 100 K it is too small by a factor of about $10^8$.

**Q:** At 300 K you are still above $T_c$. Does the series rescue you there?

**A:** For the parabola it does, slowly. The terms from $u^2$ to $u^{12}$ are 0.958, 0.643, 0.390, 0.230, 0.134 and 0.078. With the leading 1 they add up to 3.433. Later terms fall by a factor close to 0.583, so the remainder is about $0.078\times0.583/(1-0.583)=0.109$. The total is 3.542, as in the table.

At 200 K the terms are 2.16, 3.25, 4.44, 5.88, 7.73 and 10.15. They grow, and later ones continue to grow by a factor of about 1.31 each, so the sum has no limit. On its way up it passes the finite-barrier value, 22.7, between the $u^8$ and $u^{10}$ terms, but nothing in the series tells you to stop there.

**Q:** And the divergence of the integral, as distinct from the series?

**A:** At 200 K, $u-2\pi=0.911$. Cutting the parabolic integral 8000 cm⁻¹ below the top gives $1.15\times10^4$; cutting it at 16000 cm⁻¹ gives $1.68\times10^7$. The extra depth is $8\hbar\omega$, and $e^{8\times0.911}\approx1.5\times10^3$ accounts for the increase. The answer is set by where one stops, not by the barrier.

**Q:** Does the flux through the finite barrier really move down as you claim?

**A:** Its mean energy, measured from the top, is $+565$ cm⁻¹ at 1000 K, $-321$ cm⁻¹ at 300 K, $-1099$ cm⁻¹ at 200 K and $-3133$ cm⁻¹ at 100 K. The semiclassical formula at 100 K gives $\mathcal E_*=4000\,(100/229)^2\approx763$ cm⁻¹ above the floor, or $-3237$ cm⁻¹ from the top. At 200 K it gives about $-949$ cm⁻¹. A mean and a maximum need not coincide, but both show the same descent.

**Q:** Two rows bother me. At 1000 K and 500 K the finite barrier gives more than the parabola, and Wigner's formula is further from it. Is high temperature not where everything should agree?

**A:** High temperature makes $u$ small, but it also spreads the relevant energies over a wider part of the barrier. Within about $k_BT$ of the top, displacements satisfy $m\omega^2x^2\sim k_BT$. For a shape $V_0f(x/a)$ with a quartic term, that term relative to the quadratic one is of order $(x/a)^2\sim k_BT/V_0$. This estimate suggests a correction of order $u^2k_BT/V_0$, with the same power of $\hbar$ as Wigner's term. To first order it is proportional to the quartic coefficient, so its sign depends on the shape; for $\mathrm{sech}^2y=1-y^2+\tfrac23y^4-\dots$ that coefficient is positive. It is only the leading term in $u$: at 500 K, where $u\approx2.9$, higher powers already reduce the excess, and by 300 K the table shows the order reversed.

The calculation at $u=1$ supports it. For $k_BT/V_0=0.20$, $\kappa-1$ is 18.8% larger than for the parabola. For $k_BT/V_0=0.05$ the excess is 4.7%, about four times smaller. Two points are consistent with proportionality but do not prove it. So Wigner's term describes the leading correction for a real barrier when both $\hbar\omega\ll k_BT$ and $k_BT\ll V_0$.

**Q:** Then what should I do with a computed imaginary frequency and a temperature?

**A:** Calculate $u$ first. If it is well below 1 and the barrier is many times $k_BT$, use $1+u^2/24$. As $u$ approaches $2\pi$, Wigner's formula shows no sign of trouble, but the full parabolic formula is about to diverge and the barrier's shape below the top has begun to count. Below $T_c$ one needs the transmission of the actual barrier at the energies that dominate, not that of the parabola fitted to its top. In a molecule with several coupled coordinates one also needs the tunnelling path, because the separability assumed at the start may fail. The numerical output below gives the remaining values for this model.

## Values computed for the example and the checks

```
Imaginary wavenumber: 1000 cm^-1
Barrier height: 4000 cm^-1 = 47.85 kJ/mol
hbar*omega/k: 1438.78 K
Crossover temperature Tc: 228.99 K
Parabola, E/(hbar*omega) = -0.5: P formula 0.04142, P from ODE 0.04142
Parabola, E/(hbar*omega) = -0.2: P formula 0.22155, P from ODE 0.22155
Parabola, E/(hbar*omega) =  0.0: P formula 0.50000, P from ODE 0.50001
Parabola, E/(hbar*omega) =  0.3: P formula 0.86818, P from ODE 0.86818
u^2 coefficient from quadrature: 0.0416667; 1/24 = 0.0416667
u^4 coefficient from quadrature: 0.001217; 7/5760 = 0.001215
Convergence radius in u from coefficients: 6.28319
Tunnelling factors kappa (dimensionless):
T = 1000 K: u = 1.4388, Wigner 1.0863, parabola 1.0918, finite barrier 1.1056
T = 500 K: u = 2.8776, Wigner 1.3450, parabola 1.4514, finite barrier 1.4628
T = 300 K: u = 4.7959, Wigner 1.9584, parabola 3.5422, finite barrier 3.0578
T = 200 K: u = 7.1939, Wigner 3.1563, parabola diverges, finite barrier 22.693
T = 100 K: u = 14.3878, Wigner 9.6253, parabola diverges, finite barrier 1.1046e+09
Finite barrier / Wigner at 100 K: 1.15e+08
Mean energy of transmitted flux from barrier top, 1000 K: 565 cm^-1
Mean energy of transmitted flux from barrier top, 500 K: 83 cm^-1
Mean energy of transmitted flux from barrier top, 300 K: -321 cm^-1
Mean energy of transmitted flux from barrier top, 200 K: -1099 cm^-1
Mean energy of transmitted flux from barrier top, 100 K: -3133 cm^-1
Terms u^2 to u^12 at 300 K: 0.9584, 0.6429, 0.3898, 0.2296, 0.1341, 0.0782
Ratio of successive late terms at 300 K: 0.5826
Terms u^2 to u^12 at 200 K: 2.1563, 3.2548, 4.4403, 5.8838, 7.7348, 10.1468
Ratio of successive late terms at 200 K: 1.3109
Parabola at 200 K cut 4000 cm^-1 below top: kappa = 293.56
Parabola at 200 K cut 8000 cm^-1 below top: kappa = 11518
Parabola at 200 K cut 16000 cm^-1 below top: kappa = 1.6818e+07
Growth rate of ln(kappa) per hbar*omega of depth: 0.9107; u - 2*pi = 0.9107
Wigner 5% below parabola at u = 2.5996, T = 553.5 K
u = 1, kT/V0 = 0.20: finite-barrier kappa 1.05097, (kappa-1) relative to parabola 1.1876
u = 1, kT/V0 = 0.05: finite-barrier kappa 1.04494, (kappa-1) relative to parabola 1.0471
```
